# Tunnelling Enhancement of Thermionic Current over a Parabolic Barrier: test program

```python
"""Tunnelling enhancement of thermionic current over a parabolic barrier.

Result under test: for V(X) = V0 - m w^2 X^2 / 2 and Boltzmann occupation,
    current / classical over-barrier current = x / sin(x),  x = hbar w / (2 k T),
valid for T > Tc = hbar w / (2 pi k), where it diverges.
Symbols: hw = hbar*w (eV); beta = 1/(kT) (1/eV); a = 2 pi / hw = 1/(k Tc);
eps = longitudinal energy measured from the barrier top (eV);
height = barrier top above the source band edge, which is also the source
Fermi level in the example (eV); length = width of the parabola at its base (nm).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson, trapezoid
from scipy.special import expit

HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR_NM = const.physical_constants["Bohr radius"][0] * 1e9
CURRENT_AU = const.physical_constants["atomic unit of current"][0]
KB = const.k / const.e
LN10 = np.log(10.0)

MASS, DEGENERACY, HEIGHT, LENGTH, TEMP = 0.5, 4, 0.30, 10.0, 300.0
DRAIN_BIAS, GAP = 0.5, 2.0


def curvature_energy(length, height=HEIGHT, mass=MASS):
    """hbar*w in eV of a parabola that falls by height at length/2."""
    return 2 / length * np.sqrt(2 * height * HARTREE * BOHR_NM**2 / mass)


def formula(hw, temp):
    x = hw / (2 * KB * temp)
    return x / np.sin(x)


def quadrature_parts(hw, temp):
    """Below-top and above-top parts of the normalized current integral."""
    s = 2 * np.pi * KB * temp / hw
    below = quad(lambda y: np.exp(-(s - 1) * y) / (1 + np.exp(-s * y)),
                 0, np.inf, limit=400)[0]
    above = quad(lambda y: np.exp(-y) / (1 + np.exp(-s * y)),
                 0, np.inf, limit=400)[0]
    return below, above


def solve_transmission(eta, potential, edge, force=0.0, steps=3000):
    """Integrate psi'' = 2 (potential - eta) psi from the transmitted side.

    Energies are in units of hbar*w from the top, lengths in sqrt(hbar/(m w)).
    force = -d(potential)/d(position) at the right edge (zero for flat leads).
    """
    k = np.sqrt(2 * (eta - potential(edge)))
    rate = force / (2 * k**2)
    psi = np.ones_like(eta, dtype=complex)
    slope = (1j * k - rate) * psi
    h = -2 * edge / steps
    for n in range(steps):
        pos = edge + n * h
        q0 = 2 * (potential(pos) - eta)
        q1 = 2 * (potential(pos + h / 2) - eta)
        q2 = 2 * (potential(pos + h) - eta)
        a1, b1 = slope, q0 * psi
        a2, b2 = slope + h / 2 * b1, q1 * (psi + h / 2 * a1)
        a3, b3 = slope + h / 2 * b2, q1 * (psi + h / 2 * a2)
        a4, b4 = slope + h * b3, q2 * (psi + h * a3)
        psi = psi + h / 6 * (a1 + 2 * a2 + 2 * a3 + a4)
        slope = slope + h / 6 * (b1 + 2 * b2 + 2 * b3 + b4)
    incident = 0.5 * (psi + (slope - rate * psi) / (1j * k))
    reflected = psi - incident
    flux_error = (abs(incident)**2 - abs(reflected)**2 - 1) / abs(incident)**2
    assert np.max(abs(flux_error)) < 1e-5
    return 1 / abs(incident)**2


def transverse_supply(z):
    """Fermi occupation summed over transverse momentum; exp(-z) when dilute."""
    q = np.linspace(0, 12, 601)
    occupation = 1 / (1 + np.exp(z[:, None] + q[None, :]**2))
    return 2 / np.sqrt(np.pi) * trapezoid(occupation, q, axis=1)


def solved_barrier(length, height, shape):
    """Energies above the source band edge (root grid) and solved transmission."""
    hw = curvature_energy(length, height)
    root = np.linspace(1e-3, np.sqrt(height + 0.5), 601)
    depth = height / hw
    half = np.sqrt(2 * depth)
    eta = (root**2 - height) / hw
    if shape == "parabola":
        return root, solve_transmission(eta, lambda p: -p * p / 2, half)
    return root, solve_transmission(
        eta, lambda p: depth * (1 / np.cosh(p / half)**2 - 1), 8 * half, steps=6000)


def solved_enhancement(barrier, height, temp, fermi):
    root, trans = barrier
    beta = 1 / (KB * temp)
    z = beta * root**2
    supply = transverse_supply(z) if fermi else np.exp(-z)
    return beta * np.exp(beta * height) * simpson(trans * supply * 2 * root, x=root)


def swing_formula(length, temp):
    x = curvature_energy(length) / (2 * KB * temp)
    loss = KB * temp * (1 - x / np.tan(x)) / (2 * HEIGHT)
    return 1e3 * LN10 * KB * temp / (1 - loss)


def swing_numeric(log_current, step):
    """mV per decade from a central difference in barrier height."""
    slope = (log_current(HEIGHT + step) - log_current(HEIGHT - step)) / (2 * step)
    return -1e3 * LN10 / slope


hw = curvature_energy(LENGTH)
beta = 1 / (KB * TEMP)
a = 2 * np.pi / hw
tc = hw / (2 * np.pi * KB)
x_value = hw / (2 * KB * TEMP)

# Transmission from the Fourier integral of the incident power-law state.
# The factor exp(-damping*v) makes the integral converge and shifts weights by <1%.
damping, eta_test = 0.005, 0.3
y = np.linspace(-40, np.log(4000.0), 700001)
v = np.exp(y)
weights = []
for sign in (1, -1):
    integrand = np.exp(y * (0.5 - 1j * eta_test) + (1j * sign - damping) * v)
    weights.append(abs(trapezoid(integrand, y))**2 / (2 * np.pi))
assert abs(weights[0] - 1 / (1 + np.exp(-2 * np.pi * eta_test))) < 0.01
assert abs(weights[1] - 1 / (1 + np.exp(2 * np.pi * eta_test))) < 0.01

# Transmission from the Schroedinger equation; edge matching is good to ~1e-4.
etas = np.array([-0.8, -0.3, 0.0, 0.4, 1.0])
solved = solve_transmission(etas, lambda p: -p * p / 2, 12.0, 12.0, 6000)
law = 1 / (1 + np.exp(-2 * np.pi * etas))
transmission_error = np.max(abs(solved / law - 1))
assert transmission_error < 5e-4

# Enhancement, its small-x limit and its pole, all against quadrature.
for ratio in (1.05, 1.3, 2.0, 5.0):
    assert abs(sum(quadrature_parts(hw, ratio * tc)) / formula(hw, ratio * tc) - 1) < 1e-6
small_x = 0.2
small = sum(quadrature_parts(hw, hw / (2 * KB * small_x))) - 1
assert abs(small / (small_x**2 / 6) - 1) < 0.01
near_pole = sum(quadrature_parts(hw, 1.01 * tc))
assert abs(near_pole / (tc / (1.01 * tc - tc)) - 1) < 1e-3


def cut_integral(s, depth):
    """Normalized current integral stopped at depth (in kT) below the top."""
    below = quad(lambda t: np.exp((1 - s) * t) / (1 + np.exp(-s * t)),
                 0, depth, limit=400)[0]
    above = quad(lambda t: np.exp(-t) / (1 + np.exp(-s * t)), 0, np.inf)[0]
    return below + above


edge_at_tc = cut_integral(1.0, a * HEIGHT)
assert abs(edge_at_tc / np.log(1 + np.exp(a * HEIGHT)) - 1) < 1e-7
assert abs(cut_integral(1.0, 2.0) / np.log(1 + np.exp(2.0)) - 1) < 1e-7
# Below Tc the integral grows exponentially with the cut-off depth.
assert abs(cut_integral(0.8, 50) / cut_integral(0.8, 40) / np.exp(2.0) - 1) < 2e-3

# Fermi occupation, one transverse mode: above, at and below Tc.
eps = np.linspace(-HEIGHT - 0.5, 0.6, 20001)


def one_mode(temp, phi):
    return simpson(expit(a * eps) * expit(-(eps + phi) / (KB * temp)), x=eps)


# Second term of the Fermi expansion, relative to the Boltzmann term (T > 2 Tc).
fermi_shift = -np.exp(-beta * HEIGHT) / (2 * np.cos(x_value))
above_tc = KB * TEMP * formula(hw, TEMP) * np.exp(-beta * HEIGHT) * (1 + fermi_shift)
assert abs(one_mode(TEMP, HEIGHT) / above_tc - 1) < 1e-6
for phi in (0.01, HEIGHT):
    assert abs(one_mode(tc, phi) / (phi / np.expm1(a * phi)) - 1) < 1e-6
mirror = np.pi * 0.5
below_tc = mirror / np.sin(mirror) / a * np.exp(-a * HEIGHT)
assert abs(one_mode(0.5 * tc, HEIGHT) / below_tc - 1) < 1e-6

# Fermi occupation with all transverse modes of the two-dimensional channel.
eps2 = np.linspace(-HEIGHT - 0.5, 0.6, 4001)


def channel_enhancement(temp, phi):
    b = 1 / (KB * temp)
    return b * np.exp(b * phi) * simpson(
        expit(a * eps2) * transverse_supply(b * (eps2 + phi)), x=eps2)


channel_shift = fermi_shift / np.sqrt(2)
channel_expected = formula(hw, TEMP) * (1 + channel_shift)
assert abs(channel_enhancement(TEMP, HEIGHT) / channel_expected - 1) < 1e-6
fermi_at_tc = channel_enhancement(tc, HEIGHT)
assert abs(fermi_at_tc / (a * HEIGHT + 0.5) - 1) < 1e-5
cold = 0.5 * tc
cold_swing = swing_numeric(
    lambda phi: np.log(channel_enhancement(cold, phi)) - phi / (KB * cold), 0.01)
swing_floor = 1e3 * LN10 * KB * tc
assert abs(cold_swing / swing_floor - 1) < 1e-4

# Swing at fixed base length, from differences of the quadrature current.
for length in (5.0, 10.0):
    numeric = swing_numeric(lambda d: np.log(sum(quadrature_parts(
        curvature_energy(length, d), TEMP))) - beta * d, 1e-3)
    assert abs(numeric / swing_formula(length, TEMP) - 1) < 1e-4

# Classical current per width from an explicit integral over wave vectors.
kt_au = KB * TEMP / HARTREE
classical_au = (DEGENERACY / (4 * np.pi**2) * np.sqrt(2 * np.pi * MASS * kt_au)
                * kt_au * np.exp(-beta * HEIGHT))
k_scale = np.sqrt(MASS * kt_au)
kx = np.linspace(0, 9 * k_scale, 401)
ky = np.linspace(-9 * k_scale, 9 * k_scale, 401)
boltz = np.exp(-beta * HEIGHT - (kx[:, None]**2 + ky[None, :]**2) / (2 * MASS * kt_au))
k_sum = simpson(simpson(kx[:, None] / MASS * boltz, x=ky, axis=1), x=kx)
k_sum *= DEGENERACY / (4 * np.pi**2)
assert abs(k_sum / classical_au - 1) < 1e-5
to_na_per_um = CURRENT_AU / (BOHR_NM * 1e-9) * 1e3
classical = classical_au * to_na_per_um

below_part, above_part = quadrature_parts(hw, TEMP)
print(f"mass = {MASS} electron masses; degeneracy = {DEGENERACY}")
print(f"barrier height = {HEIGHT:.2f} eV; base length = {LENGTH:.1f} nm")
print(f"temperature = {TEMP:.0f} K; kT = {KB * TEMP:.5f} eV")
print(f"curvature energy hbar*w = {hw:.5f} eV")
print(f"x = {x_value:.4f}")
print(f"enhancement x/sin(x) = {formula(hw, TEMP):.4f}")
print(f"part below barrier top = {below_part:.4f}")
print(f"part above barrier top = {above_part:.4f} (classical 1)")
print(f"small-x estimate 1+x^2/6 = {1 + x_value**2 / 6:.4f}")
print(f"divergence temperature Tc = {tc:.1f} K; k*Tc = {KB * tc:.5f} eV")
print(f"classical current = {classical:.3f} nA/um")
print(f"enhanced current = {classical * formula(hw, TEMP):.3f} nA/um")
print(f"largest relative transmission error = {transmission_error:.1e}")
print(f"quadrature enhancement at 1.01 Tc = {near_pole:.2f}")
print(f"relative Fermi correction at 300 K, 2D = {channel_shift:.1e}")
print(f"at Tc, band-edge cut-off: enhancement = {edge_at_tc:.2f}")
print(f"at Tc, Fermi cut-off, 2D: enhancement = {fermi_at_tc:.2f}")
print(f"swing floor k*Tc*ln10 = {swing_floor:.2f} mV/decade")
print(f"computed swing at Tc/2, fixed curvature = {cold_swing:.2f} mV/decade")
print(f"thermal swing at Tc/2 = {1e3 * LN10 * KB * cold:.2f} mV/decade")
print(f"thermal swing at 300 K = {1e3 * LN10 * KB * TEMP:.2f} mV/decade")
print("length nm | hbar*w eV | Tc K | enhancement | swing mV/decade")
for length in (5.0, 7.0, 10.0, 15.0):
    energy = curvature_energy(length)
    print(f"{length:4.0f} | {energy:.4f} | {energy / (2 * np.pi * KB):.1f} | "
          f"{formula(energy, TEMP):.3f} | {swing_formula(length, TEMP):.2f}")
print(f"length at which Tc = 300 K: {LENGTH * tc / TEMP:.2f} nm")

print("Neglected effects at 300 K, barrier solved numerically:")
for length in (10.0, 5.0):
    parabola = solved_barrier(length, HEIGHT, "parabola")
    smooth = solved_barrier(length, HEIGHT, "sech2")
    print(f"{length:.0f} nm: formula {formula(curvature_energy(length), TEMP):.3f}, "
          f"finite base {solved_enhancement(parabola, HEIGHT, TEMP, False):.3f}")
    print(f"{length:.0f} nm: finite base + Fermi occupation "
          f"{solved_enhancement(parabola, HEIGHT, TEMP, True):.3f}")
    print(f"{length:.0f} nm: smooth sech^2 barrier, same top curvature "
          f"{solved_enhancement(smooth, HEIGHT, TEMP, False):.3f}")
    full_swing = swing_numeric(lambda d: np.log(solved_enhancement(
        solved_barrier(length, d, "parabola"), d, TEMP, True)) - beta * d, 0.005)
    print(f"{length:.0f} nm: swing, finite base + Fermi = {full_swing:.2f} mV/decade")
    if length == LENGTH:
        full_at_tc = solved_enhancement(parabola, HEIGHT, tc, True)
        print(f"10 nm at Tc: finite base + Fermi enhancement = {full_at_tc:.2f}")
for mass in (0.45, 0.55):
    print(f"10 nm, mass {mass}: enhancement = "
          f"{formula(curvature_energy(LENGTH, mass=mass), TEMP):.3f}")
for temp in (250.0, 400.0):
    print(f"10 nm, {temp:.0f} K: enhancement = {formula(hw, temp):.3f}")
print(f"drain bias = {DRAIN_BIAS} eV per electron; rough gap = {GAP} eV")
print(f"drain back-injection fraction = {np.exp(-beta * DRAIN_BIAS):.1e}")
print(f"largest field in 10 nm parabola = {10 * 4 * HEIGHT / LENGTH:.2f} MV/cm")
print(f"margin before interband overlap = {GAP - HEIGHT - DRAIN_BIAS:.2f} eV")
print("all assertions hold")
```

Printed output:

```
mass = 0.5 electron masses; degeneracy = 4
barrier height = 0.30 eV; base length = 10.0 nm
temperature = 300 K; kT = 0.02585 eV
curvature energy hbar*w = 0.06048 eV
x = 1.1697
enhancement x/sin(x) = 1.2705
part below barrier top = 0.4480
part above barrier top = 0.8226 (classical 1)
small-x estimate 1+x^2/6 = 1.2280
divergence temperature Tc = 111.7 K; k*Tc = 0.00963 eV
classical current = 6.006 nA/um
enhanced current = 7.631 nA/um
largest relative transmission error = 1.3e-05
quadrature enhancement at 1.01 Tc = 100.02
relative Fermi correction at 300 K, 2D = -8.3e-06
at Tc, band-edge cut-off: enhancement = 31.17
at Tc, Fermi cut-off, 2D: enhancement = 31.67
swing floor k*Tc*ln10 = 22.16 mV/decade
computed swing at Tc/2, fixed curvature = 22.16 mV/decade
thermal swing at Tc/2 = 11.08 mV/decade
thermal swing at 300 K = 59.53 mV/decade
length nm | hbar*w eV | Tc K | enhancement | swing mV/decade
   5 | 0.1210 | 223.4 | 3.254 | 69.26
   7 | 0.0864 | 159.6 | 1.679 | 62.68
  10 | 0.0605 | 111.7 | 1.271 | 60.85
  15 | 0.0403 | 74.5 | 1.109 | 60.07
length at which Tc = 300 K: 3.72 nm
Neglected effects at 300 K, barrier solved numerically:
10 nm: formula 1.271, finite base 1.251
10 nm: finite base + Fermi occupation 1.251
10 nm: smooth sech^2 barrier, same top curvature 1.284
10 nm: swing, finite base + Fermi = 60.85 mV/decade
10 nm at Tc: finite base + Fermi enhancement = 38.66
5 nm: formula 3.254, finite base 3.249
5 nm: finite base + Fermi occupation 3.219
5 nm: smooth sech^2 barrier, same top curvature 2.760
5 nm: swing, finite base + Fermi = 69.97 mV/decade
10 nm, mass 0.45: enhancement = 1.307
10 nm, mass 0.55: enhancement = 1.242
10 nm, 250 K: enhancement = 1.423
10 nm, 400 K: enhancement = 1.141
drain bias = 0.5 eV per electron; rough gap = 2.0 eV
drain back-injection fraction = 4.0e-09
largest field in 10 nm parabola = 1.20 MV/cm
margin before interband overlap = 1.20 eV
all assertions hold
```
